**Equal-shear splitting of the valence quartet**

For equal tensor shear strains \(e\) and equal normal strains, the four-band Bir-Pikus model gives two doublets separated by \(2\sqrt3|de|\), where \(d\) is the shear deformation potential. The program builds the orbital-plus-spin Hamiltonian, projects it onto \(J=3/2\), and asserts that it equals the four-band operator for random strains. It also asserts the splitting, the double degeneracy and the order of the doublets by diagonalization. A six-band diagonalization tests the closed formula for coupling to the split-off states, with \(s=\sqrt3de\) and spin-orbit splitting \(\Delta\), and its leading correction \(2s^2/\Delta\). For \(d=-5\) eV and \(e=-0.001\), the output gives a four-band splitting of 17.3 meV and a six-band value of 17.8 meV. Reversing the strain gives 16.8 meV in the six-band model. In a 10 nm hard-wall film with normal \([111]\), confinement outweighs the strain and reverses the order of the doublets.

## Numerical verification

```python
# Result under test: with equal tensor shear strains e (and equal normal
# strains), the four-band Bir-Pikus valence quartet at k = 0 splits into
# two doublets separated by 2*sqrt(3)*|d*e|.
# Symbols: a, b, d = valence deformation potentials; J = spin-3/2 matrices
# in units of hbar; Jn = component of J along [111]; delta = spin-orbit
# splitting; s = sqrt(3)*d*e. All energies are electron energies.
import numpy as np
from scipy import constants as const

PAIRS = [(0, 1), (1, 2), (0, 2)]
SQ3 = np.sqrt(3.0)
AXIS = np.ones(3) / SQ3


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2,
            (raising - raising.T) / 2j,
            np.diag(m)]


def sym(p, q):
    return (p @ q + q @ p) / 2


def bir_pikus(J, strain, a, b, d):
    one = np.eye(len(J[0]))
    J2 = sum(c @ c for c in J)
    H = a * np.trace(strain) * one.astype(complex)
    for i in range(3):
        H -= b * strain[i, i] * (J[i] @ J[i] - J2 / 3)
    for i, j in PAIRS:
        H -= 2 * d / SQ3 * strain[i, j] * sym(J[i], J[j])
    return H


def orbital_strain(strain, a, b, d):
    # Strain matrix in the orbitals X, Y, Z, without spin
    H = SQ3 * d * strain
    for i in range(3):
        H[i, i] = (a - b) * np.trace(strain) + 3 * b * strain[i, i]
    return H


def equal_shear(e, normal=0.0):
    return e * (np.ones((3, 3)) - np.eye(3)) + normal * np.eye(3)


J = spin_matrices(1.5)
Jn = sum(AXIS[i] * J[i] for i in range(3))

# Orbital angular momentum in the X, Y, Z basis, and the spin
L = [np.zeros((3, 3), complex) for _ in range(3)]
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[i][j, k] = -1j
    L[i][k, j] = 1j
S = spin_matrices(0.5)
L6 = [np.kron(c, np.eye(2)) for c in L]
S6 = [np.kron(np.eye(3), c) for c in S]
LS = sum(L6[i] @ S6[i] for i in range(3))


def six_band(strain, a, b, d, delta):
    spin_orbit = 2 * delta / 3 * LS - delta / 3 * np.eye(6)
    return np.kron(orbital_strain(strain, a, b, d), np.eye(2)) + spin_orbit


# Test: projecting the orbital model gives the four-band operator
rng = np.random.default_rng(4)
quartet = np.linalg.eigh(LS)[1][:, 2:]
J_projected = [quartet.conj().T @ (L6[i] + S6[i]) @ quartet
               for i in range(3)]
for _ in range(10):
    random_strain = rng.normal(size=(3, 3))
    random_strain = (random_strain + random_strain.T) / 2
    a_r, b_r, d_r = rng.normal(size=3)
    full = np.kron(orbital_strain(random_strain, a_r, b_r, d_r), np.eye(2))
    projected = quartet.conj().T @ full @ quartet
    direct = bir_pikus(J_projected, random_strain, a_r, b_r, d_r)
    assert np.allclose(projected, direct, atol=1e-11)

# Test: operator identity for the sum of the three shear operators
shear_sum = sum(sym(J[i], J[j]) for i, j in PAIRS)
assert np.allclose(shear_sum, (3 * Jn @ Jn - 15 / 4 * np.eye(4)) / 2)
assert np.allclose(np.linalg.eigvalsh(Jn), [-1.5, -0.5, 0.5, 1.5])

# Test: splitting, double degeneracy, common shift and order of doublets
for _ in range(20):
    a_r, b_r, d_r, e_r, normal_r = rng.normal(size=5)
    H = bir_pikus(J, equal_shear(e_r, normal_r), a_r, b_r, d_r)
    levels, states = np.linalg.eigh(H)
    assert np.allclose(levels[[0, 2]], levels[[1, 3]], atol=1e-11)
    assert np.isclose(levels[3] - levels[0], 2 * SQ3 * abs(d_r * e_r))
    assert np.isclose(levels.mean(), 3 * a_r * normal_r)
    top = states[:, 3]
    jn2_top = (top.conj() @ Jn @ Jn @ top).real
    assert np.isclose(jn2_top, 0.25 if d_r * e_r > 0 else 2.25)


def upper_half_level(s, delta):
    return (s - delta) / 2 + np.sqrt(((s + delta) / 2) ** 2 + 2 * s**2)


# Test: six-band closed form and its leading correction, for both signs
for s_test in (0.08, -0.08, 0.02, -0.02):
    H = six_band(equal_shear(s_test / SQ3), 0.0, 0.7, 1.0, 1.0)
    levels = np.linalg.eigvalsh(H)
    expected = sorted([-s_test, -s_test] +
                      2 * [upper_half_level(s_test, 1.0)])
    assert np.allclose(levels[2:], expected, atol=1e-12)
for s_test in (1e-4, -1e-4):
    H = six_band(equal_shear(s_test / SQ3), 0.0, 0.7, 1.0, 1.0)
    levels = np.linalg.eigvalsh(H)
    numerical_gap = np.sign(s_test) * (levels[5] - levels[2])
    correction = (numerical_gap - 2 * s_test) / (2 * s_test**2)
    assert abs(correction - 1) < 1e-3  # next order is relative s/delta

# Example: round parameters in the rough regime of germanium
d = -5.0          # eV
b = -2.5          # eV
delta = 0.30      # eV
e = -0.001
C11, C12, C44 = 130.0, 50.0, 70.0    # GPa
gamma1, gamma2, gamma3 = 13.0, 4.0, 5.5
temperature = 300.0                   # K
thickness = 10.0                      # nm
tilt_degrees = 5.0


def strain_from_stress(stress):
    normal_stiffness = C12 * np.ones((3, 3)) + (C11 - C12) * np.eye(3)
    strain = stress / (2 * C44)
    normal = np.linalg.solve(normal_stiffness, np.diag(stress))
    np.fill_diagonal(strain, normal)
    return strain


stress_value = 6 * C44 * e
strain = strain_from_stress(stress_value * np.outer(AXIS, AXIS))
assert np.allclose([strain[i, j] for i, j in PAIRS], e, atol=1e-14)
assert np.allclose(np.diag(strain), strain[0, 0], atol=1e-14)

H_strain = 1000 * bir_pikus(J, strain, 0.0, b, d)     # meV
levels, states = np.linalg.eigh(H_strain)
splitting = levels[3] - levels[0]
formula = 1000 * 2 * SQ3 * abs(d * e)
assert np.isclose(splitting, formula)
jn_top = np.sqrt((states[:, 3].conj() @ Jn @ Jn @ states[:, 3]).real)

six_levels = 1000 * np.linalg.eigvalsh(
    six_band(strain, 0.0, b, d, delta))
six_splitting = six_levels[5] - six_levels[2]
opposite = 1000 * np.linalg.eigvalsh(
    six_band(-strain, 0.0, b, d, delta))
opposite_splitting = opposite[5] - opposite[2]
s_meV = 1000 * SQ3 * d * e
leading_correction = 2 * s_meV**2 / (1000 * delta)

# Temperature and alignment of the stress
kT = 1000 * const.k * temperature / const.e
relative_occupation = np.exp(-splitting / kT)
angle = np.radians(tilt_degrees)
sideways = np.array([0.0, 0.0, 1.0]) - AXIS[2] * AXIS
sideways /= np.linalg.norm(sideways)
tilted_axis = np.cos(angle) * AXIS + np.sin(angle) * sideways
tilted_strain = strain_from_stress(
    stress_value * np.outer(tilted_axis, tilted_axis))
tilted_levels = 1000 * np.linalg.eigvalsh(
    bir_pikus(J, tilted_strain, 0.0, b, d))
tilted_splitting = tilted_levels[3] - tilted_levels[0]

# Kinetic energy in meV for wave vectors in 1/nm
kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18 * 1000


def luttinger(k):
    H = -(gamma1 + 2.5 * gamma2) * (k @ k) * np.eye(4, dtype=complex)
    for i in range(3):
        H += 2 * gamma2 * k[i]**2 * (J[i] @ J[i])
    for i, j in PAIRS:
        H += 4 * gamma3 * k[i] * k[j] * sym(J[i], J[j])
    return kinetic * H


def signed_gap(H):
    # Mean energy of Jn = +-1/2 minus mean energy of Jn = +-3/2
    assert np.allclose(H @ Jn, Jn @ H, atol=1e-9)
    outer = (Jn @ Jn - np.eye(4) / 4) / 2
    inner = np.eye(4) - outer
    return (np.trace(H @ inner) - np.trace(H @ outer)).real / 2


k_equal = np.sqrt(splitting / (4 * gamma3 * kinetic))
k_levels = np.linalg.eigvalsh(luttinger(k_equal * AXIS))
assert np.isclose(k_levels[3] - k_levels[0], splitting)
H_film = luttinger(np.pi / thickness * AXIS)
film_gap = signed_gap(H_film)
total_gap = signed_gap(H_film + H_strain)

print(f"Deformation potential d: {d:.1f} eV")
print(f"Deformation potential b: {b:.1f} eV")
print(f"Spin-orbit splitting: {delta:.2f} eV")
print(f"Tensor shear strain e: {e:.4f}")
print(f"Engineering shear strain: {2 * e:.4f}")
print(f"Elastic constants C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Stress along [111]: {stress_value:.3f} GPa")
print(f"Each normal strain: {strain[0, 0]:.6f}")
print(f"s = sqrt(3) d e: {s_meV:.3f} meV")
print(f"Lower doublet, four-band: {levels[0]:.3f} meV")
print(f"Upper doublet, four-band: {levels[3]:.3f} meV")
print(f"|Jn| of upper doublet: {jn_top:.2f}")
print(f"Splitting by diagonalization: {splitting:.3f} meV")
print(f"Splitting by formula: {formula:.3f} meV")
print(f"Splitting by formula: {formula / 1000:.6f} eV")
print(f"Wrong value if 2e is used as e: {2 * formula:.3f} meV")
print(f"Six-band splitting, same strain: {six_splitting:.3f} meV")
print(f"Six-band change: {100 * (six_splitting / splitting - 1):.2f} %")
print(f"Leading correction 2 s^2/delta: {leading_correction:.3f} meV")
print(f"Six-band splitting, opposite strain: {opposite_splitting:.3f} meV")
print(f"Opposite-strain change: "
      f"{100 * (opposite_splitting / splitting - 1):.2f} %")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.2f} meV")
print(f"Boltzmann hole ratio, lower/upper doublet: {relative_occupation:.3f}")
print(f"Tilt of stress axis toward [001]: {tilt_degrees:.0f} degrees")
print(f"Four-band splitting with tilt: {tilted_splitting:.3f} meV")
print(f"Luttinger parameters: {gamma1:.1f}, {gamma2:.1f}, {gamma3:.1f}")
print(f"hbar^2/(2 m0): {kinetic:.3f} meV nm^2")
print(f"k along [111] where k splitting equals strain splitting: "
      f"{k_equal:.4f} 1/nm")
print(f"Film thickness, normal [111]: {thickness:.0f} nm")
print(f"Film gap E(1/2)-E(3/2), no strain: {film_gap:.2f} meV")
print(f"Film gap E(1/2)-E(3/2), with strain: {total_gap:.2f} meV")
print("PASS")
```

Running it gives:

```
Deformation potential d: -5.0 eV
Deformation potential b: -2.5 eV
Spin-orbit splitting: 0.30 eV
Tensor shear strain e: -0.0010
Engineering shear strain: -0.0020
Elastic constants C11, C12, C44: 130, 50, 70 GPa
Stress along [111]: -0.420 GPa
Each normal strain: -0.000609
s = sqrt(3) d e: 8.660 meV
Lower doublet, four-band: -8.660 meV
Upper doublet, four-band: 8.660 meV
|Jn| of upper doublet: 0.50
Splitting by diagonalization: 17.321 meV
Splitting by formula: 17.321 meV
Splitting by formula: 0.017321 eV
Wrong value if 2e is used as e: 34.641 meV
Six-band splitting, same strain: 17.806 meV
Six-band change: 2.80 %
Leading correction 2 s^2/delta: 0.500 meV
Six-band splitting, opposite strain: 16.807 meV
Opposite-strain change: -2.97 %
Temperature: 300 K
Thermal energy kT: 25.85 meV
Boltzmann hole ratio, lower/upper doublet: 0.512
Tilt of stress axis toward [001]: 5 degrees
Four-band splitting with tilt: 17.500 meV
Luttinger parameters: 13.0, 4.0, 5.5
hbar^2/(2 m0): 38.100 meV nm^2
k along [111] where k splitting equals strain splitting: 0.1437 1/nm
Film thickness, normal [111]: 10 nm
Film gap E(1/2)-E(3/2), no strain: -82.73 meV
Film gap E(1/2)-E(3/2), with strain: -65.41 meV
PASS
```
